# Density Peak Time of a Drifting and Diffusing Electron Swarm: a numerical check

```python
# Result under test: a 1D Gaussian electron swarm, released at x=0, t=0,
# has its density maximum in time at the plane x=d at
#   t_peak = (sqrt(D^2 + W^2 d^2) - D)/W^2 = d/W - D/W^2 + D^2/(2 W^3 d) + ...
# W: drift velocity, D: longitudinal diffusion coefficient.
# Scaled units: length D/W, time D/W^2; then d becomes P = W d/D.
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

mp.mp.dps = 25


def fourier_signal(P, t, q=0.0, loss=0.0, width=0.0, pulse=0.0):
    """Density at P and its time derivative from the transport equation
    n_t = -n_x + n_xx - q n_xxx - loss*n, by a sum over wave numbers.
    width: initial spatial sigma; pulse: sigma of the release time."""
    k = np.linspace(0.0, np.sqrt(80.0 / P), 4001)
    rate = -1j * k - k**2 + 1j * q * k**3 - loss
    mode = np.exp(1j * k * P + rate * t - 0.5 * (k * width)**2
                  + 0.5 * (rate * pulse)**2)
    weight = np.full(k.size, k[1] / np.pi)
    weight[0] *= 0.5
    weight[-1] *= 0.5
    return np.sum(weight * mode.real), np.sum(weight * (rate * mode).real)


def fourier_peak(P, **effects):
    half = 1.5 * np.sqrt(2 * P)
    return brentq(lambda t: fourier_signal(P, t, **effects)[1],
                  P - half, P + half, xtol=1e-11)


def gauss(x, t):
    return mp.exp(-(x - t)**2 / (4 * t)) / mp.sqrt(4 * mp.pi * t)


def signal_peak(signal, P):
    """Time of the maximum of a signal, by numerical differentiation."""
    return brentq(lambda t: float(mp.diff(signal, t) / signal(t)),
                  max(0.05 * P, P - 10), P + 5, xtol=1e-11)


def peak_formula(P, m=0.5):
    return np.sqrt(P**2 + 4 * m**2) - 2 * m


# The Gaussian agrees with the Fourier solution of the transport equation
for t in (40.0, 50.0, 62.0):
    assert abs(fourier_signal(50.0, t)[0] / float(gauss(50, t)) - 1) < 1e-9

# Closed peak time, for weak and strong diffusion
for P in (1.0, 3.0, 10.0, 100.0, 1000.0):
    found = signal_peak(lambda t: gauss(P, t), P)
    assert abs(found - peak_formula(P)) < 1e-7
for P in (50.0, 400.0):
    assert abs(fourier_peak(P) - peak_formula(P)) < 1e-6

# Leading shift -1 and next term 1/(2P), from numerically found peaks
for P in (50.0, 200.0):
    remainder = fourier_peak(P) - P + 1
    assert abs(remainder * 2 * P - 1) < 0.01

# Only one maximum: the density rises, then falls
times = np.linspace(2.5, 250.0, 5000)
log_density = np.array([float(mp.log(gauss(50, t))) for t in times])
signs = np.sign(np.diff(log_density))
assert signs[0] > 0 and signs[-1] < 0
assert np.count_nonzero(np.diff(signs)) <= 2
assert np.all(np.diff(signs) <= 0)

# Other signals at a distant plane
P_far = 1000.0


def open_flux(t):
    return gauss(P_far, t) - mp.diff(lambda x: gauss(x, t), P_far)


def wall_flux(t):
    def density(x):
        return gauss(x, t) - mp.exp(P_far) * gauss(x - 2 * P_far, t)
    return -mp.diff(density, P_far)


def axis_density(t):
    transverse = 3  # transverse diffusion coefficient in units of D
    return gauss(P_far, t) / (4 * mp.pi * transverse * t)


shift_open = signal_peak(open_flux, P_far) - P_far
shift_wall = signal_peak(wall_flux, P_far) - P_far
shift_axis = signal_peak(axis_density, P_far) - P_far
assert abs(shift_open + 2) < 0.01
assert abs(shift_wall - (peak_formula(P_far, 1.5) - P_far)) < 1e-6
assert abs(shift_axis - (peak_formula(P_far, 1.5) - P_far)) < 1e-6
assert abs(shift_wall + 3) < 0.01

# Density-weighted mean time lies later than d/W by 2 D/W^2
def plain_density(t):
    return np.exp(-(50.0 - t)**2 / (4 * t)) / np.sqrt(4 * np.pi * t)


area = quad(plain_density, 1.0, 400.0, points=[50.0], limit=300)[0]
first = quad(lambda t: t * plain_density(t), 1.0, 400.0,
             points=[50.0], limit=300)[0]
mean_shift = first / area - 50.0
assert abs(mean_shift - 2) < 1e-5

# Third-order transport: extra leading shift 3q/2
for q in (-0.2, 0.2):
    extra = fourier_peak(2000.0, q=q) - fourier_peak(2000.0)
    assert abs(extra - 1.5 * q) < 0.01

# Worked example: rough typical values for a pulsed drift tube
pressure, temperature, reduced_field = 1.0, 300.0, 30.0  # Torr, K, Td
W, D, d = 4.0e6, 4.0e5, 5.0                              # cm/s, cm2/s, cm
gas_density = pressure * const.torr / (const.k * temperature)  # m^-3
field = reduced_field * 1e-21 * gas_density / 100              # V/cm
mobility = W / field
char_energy = D / mobility
P = W * d / D
unit_ns = D / W**2 * 1e9
transit_ns = d / W * 1e9
scaled_peak = fourier_peak(P)
peak_ns = scaled_peak * unit_ns
closed_ns = (np.sqrt(D**2 + (W * d)**2) - D) / W**2 * 1e9
assert abs(peak_ns - closed_ns) < 1e-4
next_ns = D**2 / (2 * W**3 * d) * 1e9
spread_ns = np.sqrt(2 * D * d / W**3) * 1e9
centre_gap = d - W * peak_ns * 1e-9
height_gain = np.log(fourier_signal(P, scaled_peak)[0]
                     / fourier_signal(P, P)[0])
assert abs(height_gain * 4 * P - 1) < 0.05
W_single = d / (peak_ns * 1e-9)
d_second = 10.0
peak_second_ns = fourier_peak(W * d_second / D) * unit_ns
W_double = (d_second - d) / ((peak_second_ns - peak_ns) * 1e-9)
assert abs(W_double / W - 1) < 0.02 * abs(W_single / W - 1)

# Effects left out of the model, with trial values
loss_rate, width_cm, pulse_ns, sheet = 2.0e4, 0.2, 5.0, 1.0e4
q_trial = 0.2
loss_scaled = loss_rate * D / W**2
loss_peak = fourier_peak(P, loss=loss_scaled)
c = 1 + 4 * loss_scaled
assert abs(loss_peak - (np.sqrt(1 + c * P**2) - 1) / c) < 1e-6
loss_ns = (loss_peak - scaled_peak) * unit_ns
loss_leading_ns = -2 * loss_rate * d * D / W**3 * 1e9
assert abs(loss_ns / loss_leading_ns - 1) < 0.1
third_ns = (fourier_peak(P, q=q_trial) - scaled_peak) * unit_ns
width_ns = (fourier_peak(P, width=width_cm * W / D) - scaled_peak) * unit_ns
assert abs(width_ns) < 0.01 * unit_ns
light_ns = (fourier_peak(P, pulse=pulse_ns / unit_ns) - scaled_peak) * unit_ns
self_field = const.e * sheet * 1e4 / (2 * const.epsilon_0) / 100
charge_ns = self_field / field * transit_ns
start_cm = 1.5 * char_energy / field
start_ns = start_cm / W * 1e9

print(f"gas pressure = {pressure:.1f} Torr")
print(f"gas temperature = {temperature:.0f} K")
print(f"reduced field E/N = {reduced_field:.0f} Td")
print(f"gas number density = {gas_density * 1e-6:.3e} cm^-3")
print(f"field E = {field:.2f} V/cm")
print(f"voltage from source to plane = {field * d:.1f} V")
print(f"drift velocity W = {W:.2e} cm/s")
print(f"diffusion coefficient D = {D:.2e} cm2/s")
print(f"mobility = {mobility:.3e} cm2/Vs")
print(f"characteristic energy D/mobility = {char_energy:.3f} eV")
print(f"distance d = {d:.1f} cm")
print(f"P = W d/D = {P:.1f} (no unit)")
print(f"d/W = {transit_ns:.2f} ns")
print(f"peak time = {peak_ns:.3f} ns = {peak_ns / 1000:.5f} us")
print(f"full shift = {peak_ns - transit_ns:.3f} ns")
print(f"leading shift -D/W^2 = {-unit_ns:.3f} ns")
print(f"next term = {next_ns:.3f} ns")
print(f"temporal spread (sigma) = {spread_ns:.1f} ns")
print(f"centre short of d at peak = {centre_gap:.4f} cm")
print(f"log height gain over t=d/W = {height_gain:.5f} (no unit)")
print(f"W from one plane = {W_single:.4e} cm/s")
print(f"its relative error = {100 * (W_single / W - 1):.3f} %")
print(f"second plane = {d_second:.1f} cm")
print(f"peak time at second plane = {peak_second_ns:.3f} ns")
print(f"W from two planes = {W_double:.5e} cm/s")
print(f"its relative error = {100 * (W_double / W - 1):.4f} %")
print(f"distant P for signal comparison = {P_far:.0f} (no unit)")
print(f"open-plane flux shift = {shift_open:.4f} D/W^2")
print(f"absorbing-plane flux shift = {shift_wall:.4f} D/W^2")
print(f"on-axis density shift = {shift_axis:.4f} D/W^2")
print(f"mean-time shift at P=50 = {mean_shift:.4f} D/W^2")
print(f"trial loss frequency = {loss_rate:.1e} s^-1")
print(f"peak change by loss = {loss_ns:.3f} ns")
print(f"leading estimate for loss = {loss_leading_ns:.3f} ns")
print(f"trial Q = {q_trial:.1f} D^2/W = {q_trial * D**2 / W:.2e} cm3/s")
print(f"peak change by Q = {third_ns:.3f} ns")
print(f"leading estimate for Q = {1.5 * q_trial * unit_ns:.3f} ns")
print(f"trial initial width (sigma) = {width_cm:.1f} cm")
print(f"peak change by initial width = {width_ns:.4f} ns")
print(f"trial light pulse (sigma) = {pulse_ns:.1f} ns")
print(f"peak change by light pulse = {light_ns:.4f} ns")
print(f"trial electrons per area = {sheet:.1e} cm^-2")
print(f"space-charge field = {self_field:.5f} V/cm")
print(f"space-charge time scale = {charge_ns:.3f} ns")
print(f"energy build-up distance = {start_cm:.3f} cm")
print(f"energy build-up time scale = {start_ns:.1f} ns")
print("no test failed")
```

Output:

```
gas pressure = 1.0 Torr
gas temperature = 300 K
reduced field E/N = 30 Td
gas number density = 3.219e+16 cm^-3
field E = 9.66 V/cm
voltage from source to plane = 48.3 V
drift velocity W = 4.00e+06 cm/s
diffusion coefficient D = 4.00e+05 cm2/s
mobility = 4.142e+05 cm2/Vs
characteristic energy D/mobility = 0.966 eV
distance d = 5.0 cm
P = W d/D = 50.0 (no unit)
d/W = 1250.00 ns
peak time = 1225.250 ns = 1.22525 us
full shift = -24.750 ns
leading shift -D/W^2 = -25.000 ns
next term = 0.250 ns
temporal spread (sigma) = 250.0 ns
centre short of d at peak = 0.0990 cm
log height gain over t=d/W = 0.00500 (no unit)
W from one plane = 4.0808e+06 cm/s
its relative error = 2.020 %
second plane = 10.0 cm
peak time at second plane = 2475.125 ns
W from two planes = 4.00040e+06 cm/s
its relative error = 0.0100 %
distant P for signal comparison = 1000 (no unit)
open-plane flux shift = -1.9990 D/W^2
absorbing-plane flux shift = -2.9955 D/W^2
on-axis density shift = -2.9955 D/W^2
mean-time shift at P=50 = 2.0000 D/W^2
trial loss frequency = 2.0e+04 s^-1
peak change by loss = -1.199 ns
leading estimate for loss = -1.250 ns
trial Q = 0.2 D^2/W = 8.00e+03 cm3/s
peak change by Q = 7.381 ns
leading estimate for Q = 7.500 ns
trial initial width (sigma) = 0.2 cm
peak change by initial width = -0.0096 ns
trial light pulse (sigma) = 5.0 ns
peak change by light pulse = 0.0308 ns
trial electrons per area = 1.0e+04 cm^-2
space-charge field = 0.00905 V/cm
space-charge time scale = 1.171 ns
energy build-up distance = 0.150 cm
energy build-up time scale = 37.5 ns
no test failed
```
